# Long-path phonons crossing a sinusoidal temperature profile, part 2

In a warm, unbounded crystal, short-path phonons form a bath with temperature \(T(z)=T_0+\theta\cos(qz)\), \(\theta\ll T_0\), and period \(2\pi/q\). External heating of the bath keeps this profile steady. Long-path phonons cross the bath, and their heat flux departs from Fourier's law. SI and engineering units are used.

A group of long-path phonons has heat capacity per volume \(C\), speed \(v\), relaxation time \(\tau\), mean free path \(\Lambda=v\tau\) and bulk conductivity \(\kappa=Cv\Lambda/3\), and \(x=q\Lambda\). The cosine of the angle between the direction of travel and the \(z\) axis is \(\mu\). The group's deviation from \(T_0\), expressed as a temperature, is \(g(z,\mu)\), and its direction average is \(u\). A tilde marks a complex amplitude: \(g\) is the real part of \(\tilde g\,e^{iqz}\).

If every collision returns the group to equilibrium with the bath, parts (a) and (b) give the steady transport equation and its solution:

\[
\Lambda\mu\,\frac{\partial g}{\partial z}=\theta\cos(qz)-g ,
\qquad
\tilde g(\mu)=\frac{\theta}{1+ix\mu}.
\]

The mean deviation and the heat flux are

\[
u(z)=\frac12\int_{-1}^{1}g\,d\mu ,
\qquad
J(z)=\frac{Cv}{2}\int_{-1}^{1}\mu\,g\,d\mu .
\]

Parts (c) and (d) give \(\tilde u=a(x)\,\theta\) and a flux equal to the Fourier flux times \(A\), where

\[
a(x)=\frac{\arctan x}{x},\qquad A(x)=\frac{3[1-a(x)]}{x^2}.
\]

The bath supplies the group with the power \((C\theta/\tau)(1-a)\cos(qz)=q^2\kappa A\,\theta\cos(qz)\) per volume.

In part (g), a share \(\beta\) of the collisions is elastic: it sends the phonon in a random direction but leaves its energy unchanged. At fixed total collision rate \(1/\tau\), \(A\) is then replaced by

\[
A_\beta(x)=A(x)\,\frac{1-\beta}{1-\beta a(x)} .
\]

Below, \(\hbar\) is the reduced Planck constant, \(k_{\rm B}\) the Boltzmann constant and \(\kappa_{\rm tot}\) the total bulk conductivity.

**(h) Many groups cross the same bath, and the external heating is switched off. At what rate does the temperature grating decay?**

*Solution.* Number the groups by \(j\). In the steady profile their fluxes add, and the bath conducts by Fourier's law with conductivity \(\kappa_{\rm b}\). The effective conductivity is

\[
\kappa_{\rm eff}(q)=\kappa_{\rm b}+\sum_j\kappa_jA(q\Lambda_j).
\]

Let the grating decay so slowly that each group stays close to its steady state. If the stored heat has the amplitude \(C_{\rm tot}\theta\), where \(C_{\rm tot}\) is the total heat capacity, energy conservation gives \(C_{\rm tot}\,d\theta/dt=-q^2\kappa_{\rm eff}\theta\), or

\[
\gamma_0=\frac{q^2\kappa_{\rm eff}}{C_{\rm tot}} .
\]

To find the first correction, let bath and groups vary as \(e^{-\gamma t}\). The term \(\tau\,\partial g/\partial t\) adds \(-\gamma\tau g\) to the left side of the transport equation, and

\[
\tilde g=\frac{\theta}{s+ix\mu},\qquad s=1-\gamma\tau .
\]

For \(s>0\), the direction average is found as before:

\[
\frac{\tilde u}{\theta}=\int_0^1\frac{s\,d\mu}{s^2+x^2\mu^2}=\frac{\arctan(x/s)}{x}.
\]

Its derivative with respect to \(s\) is \(-1/(s^2+x^2)\). To first order in \(\gamma\tau\), therefore,

\[
\frac{\tilde u}{\theta}\approx a+\frac{\gamma\tau}{1+x^2}.
\]

The bath, with heat capacity \(C_{\rm b}\), loses energy by its own conduction and by exchange with the groups:

\[
\gamma C_{\rm b}=q^2\kappa_{\rm b}+\sum_j\frac{C_j}{\tau_j}\left(1-\frac{\tilde u_j}{\theta}\right)
\approx q^2\kappa_{\rm eff}-\gamma\sum_j\frac{C_j}{1+x_j^2}.
\]

The last step uses \((C_j/\tau_j)(1-a_j)=q^2\kappa_jA_j\). Solving for the rate gives

\[
\gamma\approx\frac{q^2\kappa_{\rm eff}}{C_{\rm b}+\sum_jC_j/(1+x_j^2)} .
\]

A group with \(x\ll1\) follows the bath and counts with its full heat capacity. A group with \(x\gg1\) hardly takes part in the temperature grating and hardly counts. The denominator is smaller than \(C_{\rm tot}\) by \(\sum_jC_jx_j^2/(1+x_j^2)\), so the true rate is somewhat above \(\gamma_0\). The difference is small if the long-path phonons hold a small part of the heat. The expansion also requires \(\gamma\tau_j\ll1\) for the groups that matter in the sums.

**(i) Apply the result to a grating of 10 µm period in a silicon-like crystal at 300 K.**

*Solution.* The model uses round parameters of the size met in silicon: total conductivity 150 W/(m K), heat capacity 1.7 MJ/(m³ K) and a phonon speed of 6000 m/s. The mean free path is taken as

\[
\Lambda(f)=\Lambda_1\left(\frac{f_1}{f}\right)^2,\qquad \Lambda_1=6\ \mu{\rm m},\quad f_1=1\ {\rm THz}.
\]

Phonons below 4 THz are treated as the long-path groups. Their heat capacity per unit frequency follows the Debye model with three polarizations:

\[
C_f=\frac{12\pi k_{\rm B}f^2}{v^3}\left(\frac{y}{\sinh y}\right)^2,\qquad
y=\frac{\pi\hbar f}{k_{\rm B}T_0}.
\]

The product \(C_fv\Lambda/3\) contains \(f^2\times f^{-2}\). Apart from the slowly varying quantum factor in the bracket, equal frequency intervals contribute equally to the bulk conductivity. Integration up to 4 THz gives 114.4 W/(m K), or about 28.6 W/(m K) per THz. The bath conducts the remaining \(150-114.4=35.6\) W/(m K). The path law is used only below 4 THz. Continued through the rest of the Debye spectrum, it would give far more than this remainder, so the bath phonons must have shorter paths than the law predicts. The long-path phonons hold 0.050 MJ/(m³ K), which is 3 % of the heat capacity. They carry most of the bulk heat flux but store little heat, as the model of a bath requires.

The wavevector is \(q=2\pi/(10\ \mu{\rm m})=0.6283\ \mu{\rm m}^{-1}\). At 1 THz,

\[
x=0.6283\times6=3.770,\qquad
A=\frac{3}{3.770^2}\left(1-\frac{1.3115}{3.770}\right)=0.138 .
\]

The same steps at other frequencies give:

| \(f\) (THz) | \(\Lambda\) (µm) | \(x\) | \(A\) |
|---|---|---|---|
| 4 | 0.375 | 0.236 | 0.968 |
| 2 | 1.5 | 0.942 | 0.669 |
| 1 | 6 | 3.77 | 0.138 |
| 0.5 | 24 | 15.1 | 0.012 |

Integrating over frequency by Gauss–Legendre quadrature and adding the bath gives \(\kappa_{\rm eff}=98\) W/(m K), or 65 % of the bulk value. Phonons with \(x>1\) account for about 86 % of the loss. The decay rate is

\[
\gamma_0=\frac{(0.6283\times10^6\ {\rm m^{-1}})^2\times98.0\ {\rm W/(m\,K)}}{1.7\times10^6\ {\rm J/(m^3K)}}
=2.28\times10^7\ {\rm s^{-1}},
\]

which corresponds to a decay time of 43.9 ns. The bulk conductivity would give 28.7 ns.

The correction of part (h) can be found without expanding in \(\gamma\tau\). The equations of the bath and of the long-path phonons, at 60 frequencies and 64 directions, were integrated in time by a fourth-order Runge–Kutta method. At the start all phonons had the bath temperature. The decay of the bath amplitude between \(0.5/\gamma_0\) and \(1.5/\gamma_0\) gave a decay time of 43.65 ns, a rate 0.65 % above \(\gamma_0\).

If the heat capacity of the bath is reduced to one tenth and all conductivities are kept, the rate lies 5.0 % above the corresponding \(\gamma_0\). The derived correction accounts for the size of the growth. The heat capacity that fails to follow the bath, \(\sum_jC_jx_j^2/(1+x_j^2)\), is 0.011 MJ/(m³ K) in both cases, but the total has fallen from 1.70 to \(0.165+0.050=0.215\) MJ/(m³ K). The formula of part (h) then gives \(0.011/(1.70-0.011)=0.65\,\%\) and \(0.011/(0.215-0.011)=5.4\,\%\). The second value lies a little above 5.0 % because the formula is of first order in \(\gamma\tau\), which has grown to about 0.19 at 1 THz.

Longer periods restore the bulk conductivity slowly:

| Period (µm) | \(\kappa_{\rm eff}\) (W/(m K)) | Share of bulk |
|---|---|---|
| 10 | 98.0 | 65 % |
| 20 | 112.6 | 75 % |
| 40 | 123.4 | 82 % |
| 100 | 133.1 | 89 % |

The slow return follows from the assumed spectrum. Let \(K\) be the nearly constant bulk conductivity per unit frequency, and substitute \(f=f_1\sqrt{q\Lambda_1}\,r\), so that \(q\Lambda=1/r^2\). The loss is

\[
\kappa_{\rm tot}-\kappa_{\rm eff}\approx Kf_1\sqrt{q\Lambda_1}\int_0^{r_{\max}}\left[1-A(1/r^2)\right]dr .
\]

At large \(r\) the integrand falls as \(3/(5r^4)\), so the integral depends weakly on its upper limit, and the loss varies nearly as \(\sqrt q\). From 10 to 100 µm it falls from 52.0 to 16.9 W/(m K), a factor of 3.08, close to \(\sqrt{10}=3.16\). This law belongs to paths that vary as \(1/f^2\). Another spectrum would give another dependence on the period.

**(j) How far can the result for the 10 µm grating be trusted for real silicon?**

*Solution.* The spectrum is the weakest point. If \(\Lambda_1\) is 4 µm instead of 6 µm, with the total conductivity and the 4 THz boundary held fixed, the long-path share falls in proportion to \(\Lambda_1\), to about 76 W/(m K), and the bath takes up the difference. The effective conductivity then rises by 23 W/(m K), to about 121 W/(m K). The example thus shows the size of the effect and does not predict a measured value to better than some tens of per cent.

The other corrections estimated here are smaller:

- The bath is not fully diffusive. Its mean free paths are taken to lie below 0.375 µm, where \(A\) is at least 0.968. If the same factor is applied to the bath, its contribution falls by at most \(35.6\times0.032=1.1\) W/(m K).
- If a share \(\beta=0.1\) of the collisions of the long-path phonons is elastic, part (g) lowers the effective conductivity by 0.9 W/(m K).
- Real phonon speeds depend on direction. Let the speed vary as \(1+0.1\mu^2\), which makes it 10 % higher along the grating axis than across it, at fixed relaxation times, with all speeds rescaled by a common factor so that the long-path phonons keep their bulk conductivity along the axis. (Without this rescaling, with 6000 m/s across the axis and the bath reduced to keep the total at 150 W/(m K), the result falls by about 8.5 W/(m K).) If all directions of travel still hold equal shares of the heat capacity, repeating the direction integral lowers the result by 0.4 W/(m K). In a real crystal the anisotropy also changes these shares and turns the energy flow away from the wavevector, so this figure is only a rough indication of size.
- An amplitude of 1 K changes the temperature by 0.33 % of 300 K. Where the conductivity varies roughly as \(1/T\), its relative change is of the same size.

Geometry can matter more. If light heats the crystal to a depth \(\delta\), the temperature also varies with depth. Suppose that heat diffuses with the same diffusivity \(D\) along the grating and into the depth \(\eta\), that the initial depth profile is \(e^{-\eta/\delta}\), and that no heat passes through the surface. Continuing the profile evenly to \(\eta<0\) satisfies the surface condition. Diffusion into the depth then multiplies the grating amplitude at the surface by

\[
\int_{-\infty}^{\infty}\frac{e^{-\eta^2/(4Dt)}}{\sqrt{4\pi Dt}}\,e^{-|\eta|/\delta}\,d\eta
=e^{p^2}\,{\rm erfc}(p),\qquad p=\frac{\sqrt{Dt}}{\delta}.
\]

After one decay time of the grating, \(Dt=1/q^2\). With \(\delta=10\) µm this gives \(p=1/(q\delta)=1/6.283=0.159\) and a factor of 0.84, so the surface amplitude is 16 % lower than the one-dimensional result. If heat diffuses into the depth with the bulk diffusivity while the grating decays at its reduced rate, \(p=0.197\) and the amplitude is 19 % lower. The amplitude summed over depth is not changed by this diffusion. The estimate does not cover phonons with paths longer than \(\delta\), which can leave the heated layer without a collision. Strongly absorbed light, with \(q\delta\lesssim1\), makes the problem two-dimensional, and the one-dimensional result no longer applies.

Silicon at room temperature has a conductivity of roughly 150 W/(m K) and a heat capacity near 1.7 MJ/(m³ K), so these two inputs are typical. The single speed of 6000 m/s stands for transverse waves that are somewhat slower and longitudinal waves that are considerably faster. The linear Debye relation is also rough toward 4 THz, where the transverse branches of silicon flatten. As an estimate, let the transverse branches start at 5400 m/s and level off as a sine at 4.5 to 5 THz, and let the longitudinal branch keep a speed of 8500 m/s. The long-path phonons then hold about 5 % of the heat capacity instead of 3 %. The effective conductivity changes by up to about 6 W/(m K), depending on whether their mean free paths, their relaxation times or their total bulk conductivity are held fixed. Slower transverse waves, or branches that level off lower, give larger changes. Levelling at 4.1 THz raises the share of the heat capacity to 7.5 % and the change to nearly 8 W/(m K), and along [111] the transverse branches of silicon level off near 3.4 THz, below the 4 THz boundary. A thin membrane also departs from the model. If its surfaces are rough, they interrupt the long paths and break the assumption of an unbounded crystal.

A rough estimate shows the size of this effect. Let the surfaces limit the path to \(c=1\) µm by adding inverse lengths, \(1/\Lambda\to1/\Lambda+1/c\), and leave the bath unchanged. With \(f\) in THz, the bulk contribution of each frequency is multiplied by \(1/(1+6/f^2)\), and the long-path phonons contribute

\[
28.6\int_0^4\frac{f^2\,df}{f^2+6}
=28.6\left[4-\sqrt6\,\arctan\frac{4}{\sqrt6}\right]\approx43\ {\rm W/(m\,K)}
\]

before the grating acts. All their paths are now below 1 µm, so \(x<0.63\) and \(A>0.81\). If surface collisions also returned phonons to the bath temperature, the effective conductivity would lie between about \(36+0.81\times43=71\) and \(36+43=79\) W/(m K), compared with 98 W/(m K) in the unbounded crystal. Rough surfaces, however, mainly turn phonons without changing their energy. Part (g) then applies with the elastic share \(\beta=\Lambda/(\Lambda+c)\), where \(\Lambda\) is the bulk path. The factor \(A_\beta\) is much smaller than \(A\) at low frequencies, but these phonons now carry little heat, and integration over frequency gives about 74 W/(m K), within the same range. Shortening the bath paths by the same rule, which is left out here, would lower these values by up to about 10 W/(m K). In such a membrane the surfaces cause most of the reduction from the bulk value, and the grating adds less. The factor \(A\) then has to be evaluated with the shortened paths and, for elastic surface collisions, replaced by \(A_\beta\). Using bulk paths in \(A\) together with a conductivity already lowered by the surfaces would count the loss of the long paths twice.

Numerical values quoted here were computed with a short program.
